# Screening of external charges in the massless Schwinger model

**Question**

I am working on an exercise about electrodynamics on a line with one massless Dirac fermion of charge $e$. I have to show that the potential between two opposite external charges is

$$V(r)=\frac{e^2}{2\mu}\left(1-e^{-\mu r}\right),$$

and that any external charge is screened, with no linear term left over.

Without the fermions I can do it. Gauss's law gives a constant field between the charges, so the energy grows linearly with $r$. With the fermions I am stuck in two places. I do not see how to get their response without summing loop diagrams. I also do not see how "any charge" can be true: if the external charge is $0.3\,e$, no whole number of fermions can cancel it. What is $\mu$, and where does the linear term go?

**Answer**

The loops can be replaced by one linear equation for the fermion density. That equation also settles the fractional charge.

**Conventions**

I use atomic units with $\hbar=1$ and keep $c$. The external charges are $+Q$ at $x=0$ and $-Q$ at $x=r$, with $Q=qe$ and $q$ any real number. They are static points on an infinite line. Gauss's law and the field energy are

$$E'=en+\rho_{\rm ext},\qquad W_E=\frac12\int E^2\,dx ,$$

where a prime means $d/dx$ and $n$ is the fermion density relative to the vacuum. In one dimension $e^2$ is a force, so it is a parameter of the model and not the square of the elementary charge in three dimensions.

Without fermions, a charge $Q$ has the field $\frac Q2\,\mathrm{sgn}(x)$. The fields of the pair add to $Q$ between the charges and cancel outside. The energy is therefore $\frac12Q^2r$, your linear term.

**How the Dirac sea responds to a force**

A massless fermion in one dimension is a right mover with energy $ck$ or a left mover with energy $-ck$. Let it have a prescribed potential energy $U(x,t)$, so that the force is $F=-U'$. For right movers

$$(\partial_t+c\,\partial_x)\psi=-iU\psi .$$

The solution is a free field times a phase, $\psi=e^{i\theta}\psi_0$, with

$$(\partial_t+c\,\partial_x)\theta=-U .$$

It is tempting to conclude that $|\psi|^2$ is unchanged and nothing happens. The sea is infinitely deep, however, so the density has to be defined as a limit of two nearby points. The filled states are those with $k<0$, and in the free vacuum

$$\langle\psi_0^\dagger(x+\tfrac s2)\,\psi_0(x-\tfrac s2)\rangle=\int_{-\infty}^0\frac{dk}{2\pi}\,e^{-iks}=\frac{i}{2\pi s},$$

where a small damping at $k\to-\infty$ makes the integral converge. The potential multiplies this by

$$e^{-i[\theta(x+s/2)-\theta(x-s/2)]}=1-is\,\theta'+O(s^2).$$

The factor $s$ cancels the $1/s$. After subtracting the vacuum value $i/2\pi s$ and letting $s\to0$,

$$n_R=\frac{\theta'}{2\pi}.$$

This has a simple reading: the phase shifts the top of the filled states from $k=0$ to $k=\theta'$, and there are $dk/2\pi$ states per unit length. Applying $\partial_t+c\,\partial_x$ gives

$$(\partial_t+c\,\partial_x)\,n_R=-\frac{U'}{2\pi}=\frac{F}{2\pi}.$$

For left movers the phase obeys $(\partial_t-c\,\partial_x)\theta_L=-U$. The filled states are now those with $k>0$, so the two-point function is $-i/2\pi s$ and $n_L=-\theta_L'/2\pi$. Hence

$$(\partial_t-c\,\partial_x)\,n_L=-\frac{F}{2\pi}.$$

**Why this survives the interaction**

In the real problem $U$ is not prescribed, because the fermions produce part of it themselves. The equations still hold, for the following reason.

If the initial state is not the vacuum, its two-point function has an extra part that is regular at $s\to0$. There the phase factor tends to 1, so this part is merely carried along at speed $c$. The source term $-U'/2\pi$ is thus the same in every such state. In Heisenberg's equation $\partial_t n_R=-i[n_R,H]$ that source comes from the term $\int U n_R\,dy$ in $H$, so

$$-i\int[n_R(x),n_R(y)]\,U(y)\,dy=-\frac{U'(x)}{2\pi}$$

for every function $U$. The commutator of two densities is therefore a number, not an operator.

Now let the charges interact. For zero total charge the field energy is

$$W_E=\frac12\iint\rho(y)\,G(y-z)\,\rho(z)\,dy\,dz,\qquad G(x)=-\frac{|x|}2,$$

with $\rho=en+\rho_{\rm ext}$ and potential $\phi=\int G\rho$. Since $[n_R(x),\rho(y)]$ is a number, it can be pulled out of the product. The two factors $\rho$ contribute equally and cancel the $\frac12$:

$$[n_R(x),W_E]=\int[n_R(x),n_R(y)]\,e\phi(y)\,dy .$$

This is the previous expression with $U$ replaced by the operator $e\phi$. The same argument works for $n_L$, which commutes with $n_R$. Both density equations thus hold as operator equations with $F=eE$. They are linear, so their expectation values close without a mean-field approximation.

**The equation for the field**

In the ground state with fixed external charges, expectation values do not depend on time. From here on $n$ and $E$ denote those values. The density equations become

$$c\,n_R'=\frac{eE}{2\pi},\qquad c\,n_L'=\frac{eE}{2\pi},$$

where both sides of the second were multiplied by $-1$. Adding them gives

$$n'=\frac{eE}{\pi c}.$$

Differentiate Gauss's law and insert this:

$$E''=en'+\rho_{\rm ext}'=\frac{e^2}{\pi c}E+\rho_{\rm ext}' .$$

So

$$E''-\mu^2E=\rho_{\rm ext}',\qquad \mu=\frac{e}{\sqrt{\pi c}} .$$

This answers what $\mu$ is: an inverse length, fixed by the charge $e$ of the dynamical fermions and independent of $Q$.

**One external charge**

For $\rho_{\rm ext}=Q\,\delta(x)$ try

$$E=\frac Q2\,\mathrm{sgn}(x)\,e^{-\mu|x|}.$$

The derivative of the sign function is $2\delta(x)$, so

$$E'=Q\,\delta(x)-\frac{\mu Q}2e^{-\mu|x|},\qquad
E''=Q\,\delta'(x)+\mu^2\,\frac Q2\,\mathrm{sgn}(x)\,e^{-\mu|x|}.$$

The last term is $\mu^2E$, so the equation is satisfied. One could add only multiples of $e^{\pm\mu x}$, and these grow without bound on one side. Comparing $E'$ with Gauss's law gives the induced charge density,

$$en=-\frac{\mu Q}2e^{-\mu|x|},\qquad \int en\,dx=-\frac{\mu Q}2\cdot\frac2\mu=-Q .$$

This holds for every real $q$ and removes your second difficulty. The screening charge is not a set of whole fermions parked next to the external charge. It is an expectation value, made by shifting the top of the filled states, and that shift varies continuously. For the pair, the cloud around one charge carries $-Q$ and the cloud around the other $+Q$. The total fermion number does not change, whatever $q$ is.

**From field to potential**

The position $X$ of the charge $-Q$ enters the Hamiltonian through $\rho_{\rm ext}$ alone. The derivative of the ground-state energy is the expectation value of the derivative of the Hamiltonian. With $\rho_{\rm ext}$ containing $-Q\,\delta(x-X)$,

$$\frac{dV}{dX}=\int\phi\,\frac{\partial\rho_{\rm ext}}{\partial X}\,dx=\int\phi\,Q\,\delta'(x-X)\,dx=-Q\phi'(X)=Q\,E(X).$$

The field of $-Q$ itself is odd about $X$, so it averages to zero over a point charge regarded as the limit of a small symmetric one. What remains is the field of the other charge, $\frac Q2e^{-\mu r}$:

$$\frac{dV}{dr}=\frac{Q^2}2e^{-\mu r}.$$

At $r=0$ the charges cancel and the state is the vacuum, so $V(0)=0$. Integration gives

$$V(r)=\frac{Q^2}2\int_0^r e^{-\mu r'}dr'=\frac{Q^2}{2\mu}\left(1-e^{-\mu r}\right).$$

For $Q=e$ this is the formula you were asked for. For $Q=qe$ the prefactor is $q^2e^2/2\mu$, so the formula in the exercise is the case $q=\pm1$.

**Where the linear term went**

For $\mu r\ll1$, expanding the exponential gives

$$V\simeq\frac{Q^2}2\left(r-\frac{\mu r^2}2\right).$$

The linear term is present at short distance, where the two clouds, each about $1/\mu$ wide and of opposite sign, lie almost on top of each other and nearly cancel. For $\mu r\gg1$ the force vanishes exponentially and $V\to Q^2/2\mu$. This constant is the energy of two isolated external charges, each with its cloud and its remaining field.

The energy can also be counted directly, which checks the factor $\frac12$. Filling right movers up to $k_R=2\pi n_R$ costs, per unit length,

$$\int_0^{k_R}ck\,\frac{dk}{2\pi}=\frac{ck_R^2}{4\pi}=\pi c\,n_R^2 ,$$

and likewise for left movers. This also holds when the densities vary in space: by the density equations, $\int\pi c\,(n_R^2+n_L^2)\,dx$ grows at the rate $\int F\,c\,(n_R-n_L)\,dx$, which is the work done by the force. With the interaction, the mean densities are to be used. The fluctuations about them obey the same linear equations as without external charges, so they cost the same as in the vacuum and drop out. Here $n_R=n_L=n/2$, so the fermion energy density is $\pi c\,n^2/2=(en)^2/2\mu^2$. For the pair, with $a=e^{-\mu|x|}$ and $b=e^{-\mu|x-r|}$,

$$W_F=\frac{Q^2}8\int(a-b)^2dx,\qquad
W_E=\frac{Q^2}8\int\left[\mathrm{sgn}(x)\,a-\mathrm{sgn}(x-r)\,b\right]^2dx .$$

Each square integrates to $\int a^2dx=\int b^2dx=1/\mu$. In the cross term, the region between the charges gives $r\,e^{-\mu r}$ and the two outer regions together give $e^{-\mu r}/\mu$. In $W_E$ the signs are opposite between the charges, so that region counts negatively. Thus

$$W_F=\frac{Q^2}{4\mu}\left[1-(1+\mu r)e^{-\mu r}\right],\qquad
W_E=\frac{Q^2}{4\mu}\left[1-(1-\mu r)e^{-\mu r}\right].$$

Their sum is $V(r)$. At short distance $W_E\simeq Q^2r/2$ while $W_F\simeq Q^2\mu r^2/8$, so nearly all the energy is in the field. At large distance each part is half of the plateau.

**Numbers**

Take the round value $e^2=2$ eV/Å, so that the unscreened force between unit charges is $e^2/2=1$ eV/Å. In these units $c$ becomes $\hbar c=1973.27$ eV Å, and

$$\mu=\sqrt{\frac{2}{\pi\times1973.27}}\ \text{Å}^{-1}=0.01796\ \text{Å}^{-1}.$$

The screening length is $1/\mu=55.67$ Å (105.2 bohr). The plateau for $q=1$ is $e^2/2\mu=1\times55.67=55.67$ eV (2.046 hartree). The two numbers agree because the force was chosen as 1 eV/Å. For $q=0.3$ the plateau is $0.09\times55.67=5.01$ eV.

| $r$ (Å) | $V$ (eV) | without fermions (eV) |
|---:|---:|---:|
| 10 | 9.15 | 10 |
| 50 | 33.00 | 50 |
| 100 | 46.44 | 100 |
| 400 | 55.63 | 400 |

At 10 Å the potential is only 8 percent below its value without fermions, though the force is already 16 percent lower. The potential reaches 90 percent of its plateau when $e^{-\mu r}=0.1$, that is at $r=\ln(10)/\mu=128.2$ Å. At 400 Å the force has dropped from 1 eV/Å to 0.0008 eV/Å.

The numerical output below also contains a test that starts from fermions on a lattice. A half-filled ring of hopping fermions behaves at low energy as one massless Dirac fermion. External charges with $q=0.3$, $1$ and $1.7$ were placed on it and the field was made self-consistent. This is a mean-field calculation, so it tests the response and the energies; the step to the full theory rests on the operator argument above. The potential agrees with the formula to within 0.15 percent of the plateau.

The induced charge in the half ring around $+Q$ comes out as $-0.987\,Q$ instead of $-Q$. The reason is the finite ring. With the charges on opposite sides, $\mu r=10.08$, and each edge of the half ring lies at $\mu d=5.04$ from both charges. Their fields add there to $Qe^{-5.04}$. Two edges let out a flux $2Qe^{-5.04}\approx0.013\,Q$, which is the missing part.

**What the result depends on**

The fermion must be massless. A mass term turns right movers into left movers, so $\psi=e^{i\theta}\psi_0$ with a separate phase for each no longer solves the equation of motion, and the linear density equations are lost. The derivation then says nothing about whether a linear term remains, and the formula should not be carried over to that case.

## Computed values

```
ring, q=0.3: induced charge / external charge = -0.9870
ring, q=1.0: induced charge / external charge = -0.9871
ring, q=1.7: induced charge / external charge = -0.9871
static density response, largest relative error: 0.0008
moving density response, largest relative error: 0.0033
ring potential divided by its plateau (q, mu*r, ring, formula):
  0.3   0.534  0.4133  0.4138
  0.3   2.003  0.8643  0.8650
  0.3  10.080  0.9991  1.0000
  1.0   0.534  0.4133  0.4138
  1.0   2.003  0.8642  0.8650
  1.0  10.080  0.9989  1.0000
  1.7   0.534  0.4133  0.4138
  1.7   2.003  0.8640  0.8650
  1.7  10.080  0.9985  1.0000
largest error of V / plateau: 0.0015
largest error of an energy part / plateau: 0.0020
energy slope / mean-field force on ring: 1.0000
energy slope / force formula on ring: 0.9998
example e^2 = 2.0 eV/angstrom
hbar*c = 1973.27 eV angstrom
mu = 0.01796 1/angstrom
screening length 1/mu = 55.67 angstrom
screening length 1/mu = 105.21 bohr
plateau, q=1: 55.67 eV
plateau, q=1: 2.0460 hartree
plateau, q=0.3: 5.011 eV
distance for 90 percent of plateau: 128.2 angstrom
r (angstrom), V (eV), unscreened V (eV), force (eV/angstrom), q=1:
      1     0.991     1.000  0.98220
     10     9.153    10.000  0.83559
     50    32.995    50.000  0.40735
    100    46.436   100.000  0.16593
    200    54.141   200.000  0.02753
    400    55.632   400.000  0.00076
```
